\section*{Circular and Linear Two-Photon Absorption in a Fluid through McClain's Invariants}

\section{The problem}

A dilute fluid of randomly oriented molecules is crossed by one beam of angular frequency $\omega$. A molecule goes from its ground state $g$ to a state $f$ by absorbing two photons, so that $E_f-E_g=2\omega$. Atomic units are used, with energies in eV where stated. The complex unit vector $\mathbf e$, with $\mathbf e\cdot\mathbf e^*=1$, is the polarization; a dot between two vectors never implies complex conjugation. Repeated indices are summed.

The molecular property that enters is the symmetric tensor
\begin{equation}
S_{ij}=\frac12\sum_n\frac{\mu_i^{fn}\mu_j^{ng}+\mu_j^{fn}\mu_i^{ng}}{E_n-E_g-\omega},
\label{S}
\end{equation}
where $\boldsymbol\mu$ is the dipole operator and $n$ runs over all molecular states, $g$ and $f$ included. No denominator is close to zero.

\begin{enumerate}
\item[(a)] Show that the absorption rate is proportional to $|\mathbf e\cdot S\cdot\mathbf e|^2$, and express its orientation average through McClain's invariants.
\item[(b)] Find the ratio $\Omega$ of the rate in circularly polarized light to that in linearly polarized light of equal intensity and equal photon statistics. Evaluate it for a traceless $S$ and for an $S$ with one diagonal element. Does the ratio identify these forms?
\item[(c)] Apply the result to CO with the following elements, in atomic units, $z$ being the molecular axis.
\end{enumerate}
\begin{center}
\begin{tabular}{lcl}
final state & energy (eV) & nonzero elements\\
lowest $\Pi$ & 9.05 & $S_{xz}=S_{zx}$, size 1.4769\\
lowest $\Delta$ & 10.11 & $S_{xx}=-S_{yy}$, size 0.4308\\
first $\Sigma^+$ & 12.35 & $S_{xx}=S_{yy}=7.7636$, $S_{zz}=7.9756$\\
second $\Sigma^+$ & 12.80 & $S_{xx}=S_{yy}=-1.5094$, $S_{zz}=1.2760$
\end{tabular}
\end{center}
For $\Pi$ and $\Delta$ one component of the degenerate pair is listed; the partner follows by rotation about $z$ and contributes equally.

These elements were computed with fixed nuclei at a chosen bond length of 1.13~\AA, by configuration interaction singles in the aug-cc-pVDZ basis. The sum over states covers the Hartree--Fock state and all 273 singlet single excitations. Double excitations, most electron correlation and vibrational structure are left out, so the strengths are model values. Nor are they converged in the basis. In aug-cc-pVTZ with one further diffuse $s$, $p$ and $d$ shell on each atom, the $\Pi$ and $\Delta$ sizes become 1.40 and 0.38. The two $\Sigma^+$ states are spatially diffuse and move down to 11.91 and 12.56~eV. The linear strengths of the four states fall by about 10, 23, 22 and 19 per cent. The digits in the table define the exercise; they are not the precision of the method.

\section{A first estimate by scaling}

Let $e_a$ be the components of $\mathbf e$ along the molecular axes. They vary from molecule to molecule. Since $\sum_a|e_a|^2=1$ and no axis is preferred, $\langle|e_a|^2\rangle=1/3$. The amplitude is the sum of nine terms $e_aS_{ab}e_b$. Suppose that these terms add without interference, and that the two factors in each are uncorrelated. Then
\begin{equation}
\langle|\mathbf e\cdot S\cdot\mathbf e|^2\rangle\sim\sum_{ab}|S_{ab}|^2\,\frac13\cdot\frac13=\frac G9,
\qquad G=\sum_{ab}|S_{ab}|^2 .
\label{estimate}
\end{equation}
The polarization has dropped out, so the estimate is $\Omega\sim1$ for every tensor. It gives a scale for the strength, but both suppositions need examination: the same vector $\mathbf e$ occurs twice in every term, and the terms have definite relative phases.

\section{Exact solution}

\subsection{The rate for one orientation}

Molecule and field are coupled by $V=-\boldsymbol\mu\cdot\mathbf E$. The part of the field operator that removes a photon from the beam mode is $i\mathcal E\,\mathbf e\,a$, where $\mathcal E$ is a real constant fixed by the mode volume and frequency. The molecule is small compared with the wavelength, so the spatial phase is the same for all its charges and is omitted.

In second order the path is $|g,N\rangle\to|n,N-1\rangle\to|f,N-2\rangle$. Both steps must remove a photon, so there is no other path at this order. The two annihilations give $\sqrt N\sqrt{N-1}$. The initial energy minus the intermediate energy is $\omega-(E_n-E_g)$. Hence
\begin{align}
M&=\sum_n\frac{(-i\mathcal E)^2\sqrt{N(N-1)}\,(\boldsymbol\mu^{fn}\cdot\mathbf e)(\boldsymbol\mu^{ng}\cdot\mathbf e)}{\omega-(E_n-E_g)}\nonumber\\
&=\mathcal E^2\sqrt{N(N-1)}\;\mathbf e\cdot S\cdot\mathbf e .
\label{M}
\end{align}
The sign $(-i)^2=-1$ cancels the sign gained by reversing the denominator. The product $e_ie_j$ is symmetric, so an antisymmetric part of the tensor would contribute nothing; this is why \eqref{S} can be symmetrized.

Fermi's golden rule, with $\rho$ the normalized line shape in energy, gives
\begin{equation}
\Gamma=2\pi\mathcal E^4\langle N(N-1)\rangle\,|\mathbf e\cdot S\cdot\mathbf e|^2\,\rho(2\omega).
\label{rate}
\end{equation}
The intensity is proportional to $\mathcal E^2\langle N\rangle$, whatever the polarization. At equal intensity and equal photon statistics all factors except $|\mathbf e\cdot S\cdot\mathbf e|^2$ therefore cancel in $\Omega$.

For coherent light, $a|\alpha\rangle=\alpha|\alpha\rangle$, so $\langle N(N-1)\rangle=\langle a^{\dagger2}a^2\rangle=|\alpha|^4$. The corresponding classical field has amplitude $E_0=2\mathcal E|\alpha|$, and the effective coupling has size $(E_0^2/4)|\mathbf e\cdot S\cdot\mathbf e|$. For a weak pulse at resonance the amplitude in $f$ is the time integral of this coupling. With the envelope $E_0\sin^2(\pi t/T)$, whose square has the mean $\frac38E_0^2$, the probability is $[(E_0^2/4)|\mathbf e\cdot S\cdot\mathbf e|\cdot3T/8]^2$. This was compared with direct propagation in time of a four-level model with permanent dipoles, with $E_0=0.02$ and $T=400$. For a linear pulse the predicted transition probability is $8.534\times10^{-4}$ and the propagated one $8.530\times10^{-4}$; for a circular pulse they are $5.338\times10^{-4}$ and $5.337\times10^{-4}$.

\subsection{The average of four direction cosines}

It costs nothing to average with two unit polarization vectors $\boldsymbol\lambda$ and $\boldsymbol\nu$ and a tensor that need not be symmetric. Indices $i,j,k,l$ refer to laboratory axes and $a,b,c,d$ to molecular axes, connected by a rotation matrix $R$: $S_{ij}=R_{ia}R_{jb}S_{ab}$. Then
\begin{equation}
\langle|\boldsymbol\lambda\cdot S\cdot\boldsymbol\nu|^2\rangle
=\lambda_i\nu_j\lambda_k^*\nu_l^*\,
\langle R_{ia}R_{jb}R_{kc}R_{ld}\rangle\,S_{ab}S_{cd}^* .
\label{avg}
\end{equation}
The averaged product is unchanged when either set of axes is rotated. In each set of indices it must be a combination of the three isotropic tensors of rank four,
\begin{equation}
f_1=\delta_{ij}\delta_{kl},\qquad f_2=\delta_{ik}\delta_{jl},\qquad f_3=\delta_{il}\delta_{jk}.
\end{equation}
Thus
\begin{equation}
\langle R_{ia}R_{jb}R_{kc}R_{ld}\rangle=\sum_{rs}m_{rs}\,f_r(ijkl)\,f_s(abcd).
\label{ansatz}
\end{equation}
To find $m$, contract both sides with $f_t(ijkl)$. On the left, $R_{ia}R_{ib}=\delta_{ab}$ turns the product into $f_t(abcd)$. On the right appear the numbers $K_{tr}=f_t(ijkl)f_r(ijkl)$. Since the $f_s$ are linearly independent, $Km=1$.

A diagonal element of $K$ is $\delta_{ii}\delta_{kk}=9$. An off-diagonal one, such as $\delta_{ij}\delta_{kl}\delta_{ik}\delta_{jl}$, joins all indices in one loop and equals 3. With $J$ the $3\times3$ matrix of ones, $K=6\cdot1+3J$ and $J^2=3J$. Try $m=x\cdot1+yJ$:
\begin{equation}
Km=6x\cdot1+(3x+6y+9y)J .
\end{equation}
This is the unit matrix if $x=1/6$ and $y=-3x/15=-1/30$, so that
\begin{equation}
m=\frac1{30}\begin{pmatrix}4&-1&-1\\-1&4&-1\\-1&-1&4\end{pmatrix}.
\label{m}
\end{equation}

\subsection{McClain's invariants}

Contracting $S_{ab}S^*_{cd}$ with $f_1,f_2,f_3$ gives the three molecular invariants
\begin{equation}
\delta_F=S_{aa}S^*_{cc},\qquad \delta_G=S_{ab}S^*_{ab},\qquad \delta_H=S_{ab}S^*_{ba}.
\end{equation}
The polarization vectors contracted in the same way give $|\boldsymbol\lambda\cdot\boldsymbol\nu|^2$, $1$ and $|\boldsymbol\lambda\cdot\boldsymbol\nu^*|^2$. Equations \eqref{avg}, \eqref{ansatz} and \eqref{m} then yield
\begin{equation}
\langle|\boldsymbol\lambda\cdot S\cdot\boldsymbol\nu|^2\rangle=\frac{A_F\delta_F+A_G\delta_G+A_H\delta_H}{30},
\label{mcclain}
\end{equation}
\begin{align}
A_F&=4|\boldsymbol\lambda\cdot\boldsymbol\nu|^2-1-|\boldsymbol\lambda\cdot\boldsymbol\nu^*|^2,\nonumber\\
A_G&=4-|\boldsymbol\lambda\cdot\boldsymbol\nu|^2-|\boldsymbol\lambda\cdot\boldsymbol\nu^*|^2,\\
A_H&=4|\boldsymbol\lambda\cdot\boldsymbol\nu^*|^2-1-|\boldsymbol\lambda\cdot\boldsymbol\nu|^2.\nonumber
\end{align}

For one beam $\boldsymbol\lambda=\boldsymbol\nu=\mathbf e$. Write $p=|\mathbf e\cdot\mathbf e|^2$ and use $\mathbf e\cdot\mathbf e^*=1$: then $A_F=4p-2$ and $A_G=A_H=3-p$. The tensor \eqref{S} is symmetric, so $\delta_H=\delta_G\equiv G$; also let $F\equiv\delta_F=|\operatorname{tr}S|^2$. The answer to (a) is
\begin{equation}
\langle|\mathbf e\cdot S\cdot\mathbf e|^2\rangle=\frac{(2p-1)F+(3-p)G}{15}.
\label{one}
\end{equation}
Quadrature over all rotations confirms \eqref{mcclain} and \eqref{one} for random complex tensors and polarizations.

\subsection{The ratio}

Linear light has a real $\mathbf e$ and $p=1$. Circular light has $\mathbf e=(1,i,0)/\sqrt2$, so $\mathbf e\cdot\mathbf e=(1-1)/2=0$ and $p=0$. Therefore
\begin{equation}
\langle\cdot\rangle_{\rm lin}=\frac{F+2G}{15},\qquad
\langle\cdot\rangle_{\rm circ}=\frac{3G-F}{15},\qquad
\Omega=\frac{3G-F}{F+2G}.
\label{omega}
\end{equation}

If $S$ is traceless and nonzero, $F=0$ and $\Omega=3G/2G=3/2$. If $S_{zz}=s$ is the one nonzero element, $F=G=|s|^2$ and $\Omega=2/3$.

The second value can be checked by elementary integration. With $\mathbf n$ the molecular axis, $|\mathbf e\cdot S\cdot\mathbf e|^2=|s|^2|\mathbf e\cdot\mathbf n|^4$. For linear light, with $\theta$ measured from $\mathbf e$, the average is $\langle\cos^4\theta\rangle=1/5$. For circular light, with $\theta$ measured from the beam, $|\mathbf e\cdot\mathbf n|^2=\frac12\sin^2\theta$, and the average is $\frac14\langle\sin^4\theta\rangle=\frac14\cdot\frac8{15}=\frac2{15}$. The quotient is $2/3$.

A one-element tensor arises, for example, when $g$ and $f$ are the only states kept and all dipoles lie along $z$. At resonance $E_f-E_g-\omega=\omega$, while the term $n=g$ has the denominator $-\omega$, so $S_{zz}=\mu_z^{fg}(\mu_z^{ff}-\mu_z^{gg})/\omega$.

To see what a measured ratio can identify, let $r=F/G$. The Cauchy--Schwarz inequality gives $|\operatorname{tr}S|^2\le3\sum_a|S_{aa}|^2\le3G$, hence $0\le r\le3$. In this variable
\begin{equation}
\Omega=\frac{3-r}{2+r},\qquad
\frac{d\Omega}{dr}=\frac{-(2+r)-(3-r)}{(2+r)^2}=-\frac5{(2+r)^2}<0 .
\label{r}
\end{equation}
So $\Omega$ falls steadily from $3/2$ at $r=0$ to $0$ at $r=3$. The value $3/2$ occurs if and only if $S$ is traceless. The value $2/3$ means $F=G$ and nothing more. The tensor $\operatorname{diag}(2,2,-1)$ has $F=3^2=9$ and $G=4+4+1=9$; it also gives $2/3$, although it has three diagonal elements.

\subsection{Why the trace decides}

Separate $S$ into $\frac13(\operatorname{tr}S)\,1$ and a traceless part $S^0$, and let $G_0=\sum_{ab}|S^0_{ab}|^2$. The two parts are orthogonal, and the first has squared norm $3\cdot F/9$, so $G=F/3+G_0$. Inserting this in \eqref{one}, the coefficient of $F$ becomes $(2p-1+1-p/3)/15=p/9$, and
\begin{equation}
\langle|\mathbf e\cdot S\cdot\mathbf e|^2\rangle=\frac{p}{9}\,F+\frac{3-p}{15}\,G_0 .
\label{split}
\end{equation}
Circular light does not see the isotropic part. Two photons of equal helicity carry two units of angular momentum along the beam, and an isotropic tensor, being a scalar, cannot take them up. The traceless part transforms as angular momentum two and can do so.

The factor $3-p$ has a geometrical origin. The tensor $e_ie_j$ has unit norm and trace $\mathbf e\cdot\mathbf e$, so its traceless part has squared norm $1-p/3$. This is $1$ for circular light and $2/3$ for linear light, and the quotient is $3/2$.

\subsection{Carbon monoxide}

Rotation about the molecular axis multiplies a state with axial angular momentum $\Lambda$ by a phase that depends on the angle if $\Lambda\ne0$. The trace of $S$ cannot change under rotation, so it vanishes for $\Pi$ and $\Delta$ states. Rates into degenerate components add; $F$ and $G$ are therefore summed over the pair.

For $\Pi$, each component has two equal elements, so $G=2\cdot2\cdot1.4769^2=8.725$ and $F=0$. Equation \eqref{omega} gives
\begin{equation}
\langle\cdot\rangle_{\rm lin}=\frac{2\cdot8.725}{15}=1.163,\qquad
\langle\cdot\rangle_{\rm circ}=\frac{3\cdot8.725}{15}=1.745,
\end{equation}
and $\Omega=1.500$. For $\Delta$, $G=4\cdot0.4308^2=0.742$; the averages are $0.099$ and $0.148$, again with $\Omega=1.500$. The strengths depend on the level of theory, but this ratio rests on symmetry.

For $\Sigma^+$ write $S=\operatorname{diag}(a,a,b)$ with real $a,b$. Then $F=(2a+b)^2$, $G=2a^2+b^2$, and
\begin{align}
3G-F&=6a^2+3b^2-4a^2-4ab-b^2=2(a-b)^2,\nonumber\\
F+2G&=4a^2+4ab+b^2+4a^2+2b^2=8a^2+4ab+3b^2 .
\label{axial}
\end{align}
For the first $\Sigma^+$ state $F=552.4$ and $G=184.2$, so $r$ is very near 3. The linear average is $(552.4+368.3)/15=61.4$. The circular one is best taken from \eqref{axial}, which avoids subtracting two large numbers: $2(0.2120)^2/15=0.0060$. The ratio is about $10^{-4}$. The tensor is almost isotropic, and circular light hardly excites the state, although it has by far the largest linear strength of the four. Because the circular strength comes from the small difference $a-b$, what this level of theory supports is a ratio close to zero, not its digits. With one further diffuse $s$, $p$ and $d$ shell on each atom, $a-b$ changes sign, from $-0.21$ to about $+0.3$, and the ratio becomes $3$ to $4\times10^{-4}$.

For the second $\Sigma^+$ state $F=3.037$ and $G=6.185$. The averages are $(3.037+12.369)/15=1.027$ and $(18.554-3.037)/15=1.034$, so $\Omega=1.01$. This ratio is not fixed by symmetry. It depends on $a/b$, which is sensitive to the diffuse functions in the basis. With one further diffuse $s$, $p$ and $d$ shell on each atom, $a/b$ moves from $-1.18$ to $-0.41$ (double zeta) or $-0.49$ (triple zeta), and $\Omega$ rises to $1.47$ or $1.50$. The tensor is then almost traceless, and the ratio no longer tells this state from a $\Pi$ or $\Delta$ state. The value $1.01$ thus belongs to this basis, not to the converged model or to CO. Neither $\Sigma^+$ state is near $2/3$. By \eqref{axial}, $\Omega=2/3$ means $6(a-b)^2=2(8a^2+4ab+3b^2)$, that is $a(a+2b)=0$, so $a/b=0$ or $-2$. Here $a/b$ is $0.97$ and $-1.18$, and the one-element picture fails.

\section{Comparison of the estimate with the solution}

Dividing the averages in \eqref{omega} by the estimate $G/9$ gives the correction factors
\begin{equation}
\frac{\langle\cdot\rangle_{\rm lin}}{G/9}=\frac35(2+r),\qquad
\frac{\langle\cdot\rangle_{\rm circ}}{G/9}=\frac35(3-r).
\label{factors}
\end{equation}
Their sum is 3 for every tensor: as $r$ grows, the linear factor gains what the circular one loses. The linear factor is at least $6/5$, and the circular one exceeds 1 for $r<4/3$, so in that range the estimate is too low for both polarizations.

\begin{center}
\begin{tabular}{lcccc}
tensor & $r$ & linear & circular & $\Omega$\\
traceless & 0 & 6/5 & 9/5 & 3/2\\
one diagonal element & 1 & 9/5 & 6/5 & 2/3\\
isotropic & 3 & 3 & 0 & 0
\end{tabular}
\end{center}

The estimate thus gives the scale for the first two rows, within a factor of two, but misses the dependence on polarization. The errors can be traced to the two suppositions. For one diagonal element there is no interference, and the fault is the neglected correlation: $\langle|e_z|^4\rangle$ is $1/5$ or $2/15$, not $1/9$. In the isotropic case $S=s\cdot1$ both faults act. The estimate is $|s|^2/3$. Correlation alone raises the sum of the three squared terms to $3\cdot\frac15|s|^2$ for linear and $3\cdot\frac2{15}|s|^2$ for circular light. The exact values are $|s|^2$ and $0$, so interference supplies the remaining $+\frac25|s|^2$ and $-\frac25|s|^2$. The three diagonal terms add up to $s\,\mathbf e\cdot\mathbf e$; they reinforce each other for a real $\mathbf e$ and cancel for circular light.

In CO the estimate for the $\Pi$ state is $8.725/9=0.969$, against $1.163$ and $1.745$. For the first $\Sigma^+$ state it is $184.2/9=20.5$, against $61.4$ and $0.006$, so that for circular light it fails even as a scale. For the second $\Sigma^+$ state, with the elements given, the estimated ratio of 1 happens to be nearly right, because $r=0.49$ lies close to $r=1/2$, where the two factors in \eqref{factors} are equal. Both are then $3/2$, so the strengths are still underestimated.

\section{Conditions on the ratio}

The orientation was treated as a classical variable. For a gas this describes a band summed over its rotational lines, provided that rotational energies are negligible in the denominators of \eqref{S} and that $\rho$ is the same for all lines. Completeness of the final rotational states then turns the sum of squared matrix elements into the mean of $|\mathbf e\cdot S\cdot\mathbf e|^2$ in the initial rotational state, and equal population of its spatial orientations makes that mean the isotropic average. A single resolved line need not have the ratio \eqref{omega}.

In a denser fluid an isotropic local-field factor multiplies $E_0$ equally for both polarizations and cancels. Alignment of the molecules invalidates \eqref{ansatz}. Saturation, or a real population of an intermediate state, invalidates the second-order rate \eqref{rate}. In the CO example the photon energies lie between 4.5 and 6.4~eV, below the lowest singlet excitation of the model at 9.05~eV, so no intermediate state is resonant.

\section*{Table of computed values}
\begin{verbatim}
Ratio circular/linear, from quadrature over rotations:
  one element diag(0,0,1): 0.6667
  traceless diag(1,1,-2): 1.5000
  isotropic diag(1,1,1): 0.0000
  counterexample diag(2,2,-1): 0.6667
Four-level model, atomic units:
  photon energy 0.5, peak field 0.02, duration 400
  S_xx 1.9475, S_yy -0.8733, S_xy 0.6192
  linear: probability predicted 8.5337e-04, propagated 8.5297e-04
  circular: probability predicted 5.3384e-04, propagated 5.3369e-04
CO, CIS/aug-cc-pVDZ, bond length 1.13 angstrom
  singlet single excitations: 273
  Hartree-Fock dipole along C->O: -0.1055 a.u.
  lowest excitation energy: 9.052 eV
lowest Pi: excitation 9.052 eV, photon 4.526 eV
  |S_xz| of the x component: 1.4769 a.u.
  F 0.0000, G 8.7249 a.u.
  average linear 1.1633, circular 1.7450 a.u.
  ratio circular/linear 1.5000
lowest Delta: excitation 10.108 eV, photon 5.054 eV
  |S_xx| = |S_yy| of the x^2-y^2 component: 0.4308 a.u.
  F 0.0000, G 0.7425 a.u.
  average linear 0.0990, circular 0.1485 a.u.
  ratio circular/linear 1.5000
first Sigma+: excitation 12.349 eV, photon 6.174 eV
  S_xx = S_yy 7.7636, S_zz 7.9756 a.u., S_xx/S_zz 0.9734
  F 552.3814, G 184.1571 a.u.
  average linear 61.3797, circular 0.0060 a.u.
  ratio circular/linear 0.0001
second Sigma+: excitation 12.802 eV, photon 6.401 eV
  S_xx = S_yy -1.5094, S_zz 1.2760 a.u., S_xx/S_zz -1.1829
  F 3.0371, G 6.1847 a.u.
  average linear 1.0271, circular 1.0345 a.u.
  ratio circular/linear 1.0072
\end{verbatim}
